Grant-Paul shifts of linear alkanes: prediction, rank and least-squares refit

**The model**

The Grant-Paul rule estimates the ¹³C chemical shift y of a carbon in an unbranched alkane by counting its carbon neighbours:

y = c + A₁n₁ + A₂n₂ + A₃n₃ + A₄n₄

Here n_k is the number of carbons exactly k bonds away. The constant is c = −2.3 ppm, and the increments for α, β, γ and δ neighbours are

A₁ = 9.1, A₂ = 9.4, A₃ = −2.5, A₄ = 0.3 ppm.

Shifts are relative to tetramethylsilane, and a larger shift means weaker shielding. The rule is empirical. Its values typically differ from measured shifts by a few tenths of a ppm, and by up to about 1 ppm for the smallest alkanes, so differences of a few tenths of a ppm between predicted shifts are not reliable. The form used here neglects carbons more than four bonds away and omits the corrections that branched chains need. Carbons related by the symmetry of the chain are counted as one "distinct" carbon.

**Part (a)**

Carbon j of an N-carbon chain has a = j − 1 carbons on one side and b = N − j on the other. Write y in terms of a and b, and predict the shifts of all distinct carbons from methane to nonane. What do c and the signs of the increments mean?

**Answer (a)**

A side of length a contains one carbon at distance k if a ≥ k, and none otherwise. The same holds for b. Each side therefore contributes independently:

y = c + g(a) + g(b),

where g(a) is the sum of the first a increments, or of all four if a ≥ 4. In ppm,

g(0) = 0
g(1) = 9.1
g(2) = 9.1 + 9.4 = 18.5
g(3) = 18.5 − 2.5 = 16.0
g(4 or more) = 16.0 + 0.3 = 16.3

For carbon 2 of pentane, a = 1 and b = 3, so y = −2.3 + 9.1 + 16.0 = 22.8 ppm. The full list, from the chain end inward, is

methane: −2.3
ethane: 6.8
propane: 16.2, 15.9
butane: 13.7, 25.3
pentane: 14.0, 22.8, 34.7
hexane: 14.0, 23.1, 32.2
heptane: 14.0, 23.1, 32.5, 29.7
octane: 14.0, 23.1, 32.5, 30.0
nonane: 14.0, 23.1, 32.5, 30.0, 30.3 ppm

The constant c is the rule's value for methane, which has no carbon neighbour; it is not an increment. In this model α, β and δ neighbours reduce the shielding, while a γ neighbour increases it. The centre of pentane has two β and no γ neighbours, which gives it the largest shift in the list. In heptane the central carbon also has two γ neighbours, and its shift is lower by 2 × 2.5 = 5.0 ppm.

Once both sides have at least four carbons, y = −2.3 + 2 × 16.3 = 30.3 ppm, whatever the chain length. That the value is exactly constant from nonane onward is a consequence of stopping at the δ neighbour. The levelling-off itself is not an artefact: it follows whenever the increments die away with distance, and measured shifts of inner carbons in long chains also settle near 30 ppm.

**Part (b)**

Suppose that m measured shifts form a vector y, and let p = (c, A₁, A₂, A₃, A₄)ᵀ be unknown. The design matrix X has one row (1, n₁, n₂, n₃, n₄) per shift. Derive the condition for p to minimise S(p) = |y − Xp|², and find when the minimum is unique.

**Answer (b)**

Let r = y − Xp be the residual vector. Changing p by d changes the residual to r − Xd, so

S(p + d) = (r − Xd)ᵀ(r − Xd) = S(p) − 2dᵀXᵀr + |Xd|².

If Xᵀr were not zero, a small step d along Xᵀr would lower S, because the linear term would outweigh the quadratic one. A minimum therefore requires Xᵀr = 0, which gives the normal equations

XᵀX p = Xᵀy.

This condition is also sufficient, since then S(p + d) = S(p) + |Xd|² ≥ S(p).

Equality holds when Xd = 0. The minimum is unique if and only if d = 0 is the sole solution of Xd = 0, that is, if the five columns of X are linearly independent. The condition is rank X = 5. Having five or more data is necessary but not sufficient, because rows may repeat or depend on one another.

**Part (c)**

Find the rank of X when the data are (i) all distinct carbons of one N-carbon chain, and (ii) all distinct carbons of the series from methane to the N-carbon chain.

**Answer (c)**

(i) There are M = ⌈N/2⌉ distinct carbons, where ⌈ ⌉ means rounding up. Let R_j be the row of carbon j. On moving from carbon j to j + 1, the shorter side grows from j − 1 to j carbons, which adds a neighbour at distance j. The longer side shrinks from N − j to N − j − 1, which removes a neighbour at distance N − j. Hence

R_(j+1) − R_j = E_j − E_(N−j), for j = 1, …, M − 1,

where E_k is the unit row in the n_k column, and E_k = 0 for k > 4 because the rule has no such column.

In this range j < N/2 < N − j, so no column occurs in two different differences. A difference is nonzero exactly when j ≤ 4. There are thus min(4, M − 1) independent differences. The row R₁ is independent of them, because it has a 1 in the constant column, where every difference has 0. Therefore

rank = 1 + min(4, M − 1) = min(5, ⌈N/2⌉).

For N = 1 to 10 this gives 1, 1, 2, 2, 3, 3, 4, 4, 5, 5. Nonane is the shortest linear alkane that can fix all five parameters by itself.

(ii) The end carbons of the first five members have the rows

(1,0,0,0,0), (1,1,0,0,0), (1,1,1,0,0), (1,1,1,1,0), (1,1,1,1,1).

These form a triangular array with 1 on the diagonal, so they are independent. The series up to N ≤ 5 contains the first N of them, and its rank is at least N. No carbon in it has a neighbour at distance N or more, so at most N columns are nonzero and the rank is at most N. For N > 5 the rank stays at its maximum, 5. Hence rank = min(5, N).

**Part (d)**

Using error-free rule shifts, show what can and cannot be learned from pentane alone. Find the parameter set of smallest length |p| that fits pentane, and use it to predict carbon 2 of hexane. Then solve for the parameters from nonane alone. If each nonane shift has an independent error of standard deviation σ, what is the standard error of c?

**Answer (d)**

For pentane, Xd = 0 reads, with d = (d₀, d₁, d₂, d₃, d₄),

d₀ + d₁ + d₂ + d₃ + d₄ = 0
d₀ + 2d₁ + d₂ + d₃ = 0
d₀ + 2d₁ + 2d₂ = 0

Subtracting the first equation from the second gives d₁ = d₄, and subtracting the second from the third gives d₂ = d₃. The third then gives d₀ = −2d₁ − 2d₂. Every solution is a combination of

u = (−2, 1, 0, 0, 1) and v = (−2, 0, 1, 1, 0).

Adding any multiple of u or v to p leaves all pentane shifts unchanged. A combination w·p is determined if and only if w·u = w·v = 0. The differences A₁ − A₄ = 22.8 − 14.0 = 8.8 ppm and A₂ − A₃ = 34.7 − 22.8 = 11.9 ppm pass this condition. None of the five separate parameters does.

The shortest solution is orthogonal to u and v. Put p_min = p − su − tv, with p the original parameters. Since u·u = v·v = 6, u·v = 4, u·p = 14.0 and v·p = 11.5,

6s + 4t = 14.0
4s + 6t = 11.5

These give s = 1.90 and t = 0.65, and so

p_min = (2.80, 7.20, 8.75, −3.15, −1.60) ppm.

It fits pentane perfectly, yet it has the wrong sign for both c and A₄. For carbon 2 of hexane, whose row is (1,2,1,1,1), it predicts

2.80 + 14.40 + 8.75 − 3.15 − 1.60 = 21.2 ppm,

while the original rule gives 23.1 ppm. A perfect fit is therefore no proof that the parameters have been found.

For nonane, E_(9−j) = 0 for j = 1 to 4, and the row differences isolate the increments:

A_k = y_(k+1) − y_k, for k = 1, 2, 3, 4.

The end carbon has y₁ = c + ΣA_k, and the central one has y₅ = c + 2ΣA_k. Eliminating the sum gives

c = 2y₁ − y₅ = 28.0 − 30.3 = −2.3 ppm.

Independent errors add in squares, so the standard error of c is √(2² + 1²) σ = √5 σ ≈ 2.24σ. Each increment has standard error √2 σ. Five data and five unknowns leave no residual from which σ could be estimated.

**Part (e)**

Ten synthetic shifts were made from the rule by adding errors of at most 0.2 ppm. From the chain end inward they are, in ppm,

pentane: 14.1, 22.7, 34.7
hexane: 14.2, 23.0, 32.3
heptane: 13.8, 23.1, 32.6, 29.6

Give every datum equal weight. Set up and solve the normal equations.

**Answer (e)**

The rows, in the order of the data, are

pentane: (1,1,1,1,1), (1,2,1,1,0), (1,2,2,0,0)
hexane: (1,1,1,1,1), (1,2,1,1,1), (1,2,2,1,0)
heptane: (1,1,1,1,1), (1,2,1,1,1), (1,2,2,1,1), (1,2,2,2,0)

The rank is 5. Hexane carbon 2 minus pentane carbon 2 isolates A₄, and hexane carbon 3 minus pentane carbon 3 isolates A₃. Pentane's two determined differences then give A₁ and A₂, and any one shift gives c.

Summing products of columns gives XᵀX p = Xᵀy:

10c + 17A₁ + 14A₂ + 10A₃ + 6A₄ = 240.1 (1)
17c + 31A₁ + 25A₂ + 17A₃ + 9A₄ = 438.1 (2)
14c + 25A₁ + 22A₂ + 14A₃ + 7A₄ = 369.3 (3)
10c + 17A₁ + 14A₂ + 12A₃ + 6A₄ = 235.0 (4)
6c + 9A₁ + 7A₂ + 6A₃ + 6A₄ = 120.8 (5)

Equation (4) minus (1) gives 2A₃ = −5.1, so A₃ = −2.550. Inserting this in the others changes the right-hand sides of (1), (2), (3) and (5) to 265.6, 481.45, 405.0 and 136.1. Now eliminate A₄:

(1) − (5): 4c + 8A₁ + 7A₂ = 129.5 (6)
(2) − 1.5 × (5): 8c + 17.5A₁ + 14.5A₂ = 277.3 (7)
6 × (3) − 7 × (5): 42c + 87A₁ + 83A₂ = 1477.3 (8)

Next eliminate c:

2 × [(7) − 2 × (6)]: 3A₁ + A₂ = 36.6
(8) − 10.5 × (6): 3A₁ + 9.5A₂ = 117.55

Their difference is 8.5A₂ = 80.95. Back-substitution then gives, in ppm,

c = −2.342, A₁ = 9.025, A₂ = 9.524, A₃ = −2.550, A₄ = 0.376.

The third decimal is kept only for the arithmetic; the standard errors in part (f) show that it is not significant.

**Part (f)**

Assume independent errors of zero mean and common variance σ². Derive the covariance of the fitted parameters and an unbiased estimate of σ². Evaluate the standard errors, and predict the central carbon of nonane with its standard error.

**Answer (f)**

Write y = Xp + ε, with ε the vector of errors, and let G = XᵀX. The fitted vector is

p_fit = G⁻¹Xᵀy = p + G⁻¹Xᵀε.

Its mean is p. Since the covariance of ε is σ² times the unit matrix I,

Cov(p_fit) = G⁻¹Xᵀ(σ²I)XG⁻¹ = σ²G⁻¹.

The residual is r = (I − H)ε, with H = XG⁻¹Xᵀ. Because H is symmetric and H² = H, the minimum is S = εᵀ(I − H)ε. Its mean is σ² times the trace of I − H. The trace of H equals that of G⁻¹XᵀX, the 5 × 5 unit matrix, so it is 5. Hence

s² = S/(m − 5)

has mean σ². The residuals of the fit are, in ppm,

pentane: 0.067, 0.018, −0.056
hexane: 0.167, −0.059, 0.094
heptane: −0.233, 0.041, 0.018, −0.056

Their squares sum to S = 0.1075 ppm², so s = √(0.1075/5) ≈ 0.147 ppm.

A diagonal element of G⁻¹ is found by solving the same linear system with 1 in the matching place on the right and 0 elsewhere. For A₃, equation (4) minus (1) gives at once 2z = 1, so the element is 1/2. Elimination for all five gives, in parameter order,

433/102, 38/51, 12/17, 1/2, 12/17.

Multiplying s by their square roots gives

c = −2.3 ± 0.3 ppm
A₁ = 9.03 ± 0.13 ppm
A₂ = 9.52 ± 0.12 ppm
A₃ = −2.55 ± 0.10 ppm
A₄ = 0.38 ± 0.12 ppm

Each ± is one estimated standard error. Relative to its own fitted value, A₄ is the least well fixed (0.123/0.376 ≈ 33%, against 0.302/2.342 ≈ 13% for c). In ppm, the constant has the largest standard error. It is the shift of a carbon without neighbours, whereas every carbon in the data has at least one neighbour of each of the types α and β, so c is an extrapolation.

For the centre of nonane the row is x = (1,2,2,2,2), and the refit gives

−2.342 + 2 × (9.025 + 9.524 − 2.550 + 0.376) ≈ 30.4 ppm.

The variance of x·p_fit is σ² xᵀG⁻¹x. Solving Gz = x by the elimination of part (e) gives

z = (−99/34, 7/17, 13/17, 1/2, 21/17), and x·z = 99/34.

The standard error is 0.147 × √(99/34) ≈ 0.25 ppm. It exceeds s because this row, like that of c, is an extrapolation: xᵀG⁻¹x = 99/34 ≈ 2.9, whereas for the rows of the data it is at most 0.79. The original rule's 30.3 ppm lies well within it. This is the uncertainty of the fitted value; a new measurement would carry its own error as well.

**Part (g)**

A sixth term h n_H is proposed, where n_H is the number of hydrogens on the carbon. Can linear-alkane data determine h? What does the refit in part (e) say about the chemical accuracy of the rule?

**Answer (g)**

Carbon forms four single bonds in an alkane, so n_H = 4 − n₁. Substitution gives

c + A₁n₁ + h n_H = (c + 4h) + (A₁ − h)n₁.

The new column is a combination of two old ones, and the rank remains 5 with six unknowns. Data of this kind fix c + 4h and A₁ − h, but not h. In this model, gaining an α carbon and losing a hydrogen are the same event, and their effects cannot be separated by adding more alkanes.

The refit says nothing about chemical accuracy, because its data were generated from the rule itself. It shows how closely the parameters are recovered from one set of data when the rule holds and the errors are small. With measured shifts, the effects that the rule omits, such as those of more distant carbons, would in general enter partly into s and partly into the fitted parameters. Such errors are systematic, and the standard errors of part (f), which assume independent errors of zero mean, would not describe the resulting bias.

Numbers in the example were calculated in double precision.
